\section*{Hyperfine g-factors by projection, applied to alkali ground levels, part 2}

An alkali atom in its ground state has one valence electron in an $s$ orbital outside closed shells. The orbital angular momentum is zero and $J=1/2$ is the electron spin, so $g_J$ is close to 2. We study its two ground hyperfine levels in a static magnetic field $B\ge0$ along $z$.

The nuclear spin $\mathbf I$ and the electronic angular momentum $\mathbf J$, with fixed $I$ and $J$, add to $\mathbf F=\mathbf I+\mathbf J$. The states of a level are $|F,m\rangle$; $m$, $m_I$ and $m_J$ are the eigenvalues of $F_z$, $I_z$ and $J_z$. The algebra is in atomic units, with $\hbar=1$ and $\mu_B=1/2$, and $u=\mu_BB$ measures the field. The model Hamiltonian is
\begin{equation}
H=A\,\mathbf I\cdot\mathbf J+Z,\qquad Z=u\left(g_JJ_z+g_II_z\right),
\end{equation}
where $A$ is a constant energy. Terms quadratic in $B$ are left out. The magnetic moment is $\boldsymbol\mu=-\mu_B(g_J\mathbf J+g_I\mathbf I)$, so $g_J$ is positive here, and a nuclear moment parallel to the nuclear spin means $g_I<0$.

Without a field the levels have energies $E_F=\frac A2[F(F+1)-I(I+1)-J(J+1)]$, so that $E_F-E_{F-1}=AF$.

Inside a level with $F>0$, the projection rule says that $\mathbf J$ acts as $a_F\mathbf F$ and $\mathbf I$ as $b_F\mathbf F$, with
\begin{equation}
a_F=\frac{F(F+1)+J(J+1)-I(I+1)}{2F(F+1)},\qquad b_F=1-a_F .
\label{eq:weights2}
\end{equation}
Hence $\langle J_z\rangle=a_Fm$ and $\langle I_z\rangle=b_Fm$. The first-order shift in a weak field is $u\,g_F\,m$, with $g_F=g_Ja_F+g_Ib_F$. A level with $F=0$ has no linear shift and no $g$-factor.

A numerical check tests the weights with explicit spin matrices, and $g_F$ with energies found by diagonalization.

\subsection*{(g) The g-factors for $J=1/2$}
\textit{Find the weights and the $g$-factors of the ground levels. For which $I$ do both levels have one?}

\textit{Solution.} For $I\ge1/2$ the possible values are $F=I+1/2$ and $F=I-1/2$. Mark them with $+$ and $-$, and use $J(J+1)=3/4$.

For the upper value of $F$, $F(F+1)=(I+\tfrac12)(I+\tfrac32)=I^2+2I+\tfrac34$, so
\begin{equation}
a_+=\frac{I^2+2I+\frac34+\frac34-I^2-I}{2(I+\frac12)(I+\frac32)}
=\frac{I+\frac32}{(2I+1)(I+\frac32)}=\frac1{2I+1} .
\label{eq:aplus}
\end{equation}
For the lower value, $F(F+1)=(I-\tfrac12)(I+\tfrac12)=I^2-\tfrac14$, so
\begin{equation}
a_-=\frac{I^2-\frac14+\frac34-I^2-I}{2(I-\frac12)(I+\frac12)}
=\frac{-(I-\frac12)}{(2I+1)(I-\frac12)}=-\frac1{2I+1} .
\label{eq:aminus}
\end{equation}
The last step divides by $I-\tfrac12$ and needs $I\ne1/2$. For $I=1/2$ the lower value is $F=0$, a single state with no linear shift and no $g$-factor. Both levels have a $g$-factor when $I\ge1$, which is assumed from here on.

With $b_\pm=1-a_\pm$,
\begin{equation}
g_\pm=g_Ja_\pm+g_I(1-a_\pm)=g_I+(g_J-g_I)a_\pm
=g_I\pm\frac{g_J-g_I}{2I+1} .
\label{eq:gpm}
\end{equation}

\subsection*{(h) Comparing the two g-factors}
\textit{In what sense are $g_+$ and $g_-$ opposite? When do they have different signs, and what does this mean for the motion of the atom's angular momentum?}

\textit{Solution.} Let $d=(g_J-g_I)/(2I+1)$, so that $g_\pm=g_I\pm d$. The sum and the product are
\begin{equation}
g_++g_-=2g_I,\qquad g_+g_-=g_I^2-d^2 .
\label{eq:sum}
\end{equation}
The $g$-factors are equal and opposite if $g_I=0$. Otherwise both are displaced by $g_I$ from the opposite values $\pm d$. Note that $d$ itself contains $g_I$, so dropping the nuclear term altogether also changes $d$ slightly. The signs differ when the product is negative:
\begin{equation}
|g_I|<\frac{|g_J-g_I|}{2I+1} .
\label{eq:signs}
\end{equation}

This is a condition on the size of the nuclear moment and does not follow from the algebra alone. Nuclear moments are naturally measured in a unit smaller than $\mu_B$ by the electron-to-proton mass ratio, $5.4\times10^{-4}$, and in alkali atoms $|g_I|$ is of that order or smaller. The right side of (\ref{eq:signs}) is about $2/(2I+1)$, still $2/9$ for $I=4$. The condition therefore holds by a wide margin in alkali atoms. A fictitious nucleus shows how it can fail. For $I=3/2$, $g_J=2$ and $g_I=0.5$, one has $d=1.5/4=0.375$, hence $g_+=0.875$ and $g_-=0.125$: both positive.

Inside one level the Zeeman operator acts as $u g_FF_z$. The equations of motion of the transverse components are then
\begin{align}
\frac{dF_x}{dt}&=iug_F[F_z,F_x]=-ug_FF_y,\\
\frac{dF_y}{dt}&=iug_F[F_z,F_y]=ug_FF_x .
\end{align}
The mean vector turns about the field at the rate $ug_F$, anticlockwise seen from positive $z$ if $g_F>0$. When (\ref{eq:signs}) holds, atoms in the two levels precess in opposite senses. For $g_J>g_I$, as in an alkali atom, $|g_+|=d+g_I$ and $|g_-|=d-g_I$, so the two speeds differ by $2u|g_I|$.

\subsection*{(i) Why the electronic parts cancel}
\textit{Recover the weights $a_\pm$ without (\ref{eq:weights2}), using only the fact that $\langle J_z\rangle$ is proportional to $m$ inside each level.}

\textit{Solution.} Write $\langle J_z\rangle=a_\pm m$ with unknown $a_\pm$. Choose $m$ with $|m|\le I-1/2$. Both levels then contain one state of this $m$, and these two states span the same space as the two product states
\begin{equation}
\left|m_J=\tfrac12,\ m_I=m-\tfrac12\right\rangle,\qquad
\left|m_J=-\tfrac12,\ m_I=m+\tfrac12\right\rangle .
\end{equation}
The trace of an operator over a space does not depend on the orthonormal basis. Computing the trace of $J_z$ in both bases gives
\begin{equation}
a_+m+a_-m=\tfrac12-\tfrac12=0 .
\end{equation}
Since $I\ge1$, the value $m=I-1/2$ is allowed and is not zero, so $a_-=-a_+$. The trace of $I_z$ is $(m-\tfrac12)+(m+\tfrac12)=2m$, hence $b_++b_-=2$. These two sums give $g_++g_-=2g_I$ at once.

The size of $a_+$ comes from the state with $m=I+1/2$. It is the product state with $m_J=1/2$, so $\tfrac12=a_+(I+\tfrac12)$ and $a_+=1/(2I+1)$, in agreement with (\ref{eq:aplus}).

In words, the two product states of given $m$ have opposite electron spins. If $J_z$ has a certain mean value in one combination of them, it has the opposite mean value in the orthogonal combination, which belongs to the other level. The nuclear spin points mostly along $\mathbf F$ in both levels, and its contribution adds instead of cancelling.

\subsection*{(j) The first correction to the linear shift}
\textit{Find the second-order shift of every ground sublevel.}

\textit{Solution.} Replace $I_z$ by $F_z-J_z$ in the Zeeman operator:
\begin{equation}
Z=u\left[(g_J-g_I)J_z+g_IF_z\right].
\label{eq:Zsplit}
\end{equation}
The part with $F_z$ does not connect different levels. Let $|\pm\rangle$ be the two states of the same $m$, with $|m|\le I-1/2$. Since $J_z$ keeps $m$, it acts within this pair, and for spin one half $J_z^2=1/4$. Inserting the two states between the factors of $J_z^2$,
\begin{equation}
\tfrac14=\langle+|J_z^2|+\rangle
=|\langle+|J_z|+\rangle|^2+|\langle-|J_z|+\rangle|^2 .
\end{equation}
The first term on the right is $m^2/(2I+1)^2$, so
\begin{equation}
|\langle-|J_z|+\rangle|^2=\frac14-\frac{m^2}{(2I+1)^2} .
\label{eq:off}
\end{equation}
The interval is $\Delta=E_+-E_-=A(I+\tfrac12)$. Second-order perturbation theory divides the squared coupling by the energy of the state less that of its partner, which is $+\Delta$ for $|+\rangle$ and $-\Delta$ for $|-\rangle$:
\begin{equation}
\Delta E^{(2)}_\pm=\pm\frac{u^2(g_J-g_I)^2}{\Delta}
\left[\frac14-\frac{m^2}{(2I+1)^2}\right].
\label{eq:second}
\end{equation}
The levels repel each other. The states $m=\pm(I+1/2)$ have no partner and no such shift; the bracket vanishes for them too. The states $m=0$, present when $I$ is a half-integer, have no linear shift, so (\ref{eq:second}) is their leading one in this model. The terms quadratic in $B$ that were left out of $H$ also give a shift of order $u^2$. For an $s$ electron outside closed shells it is $u^2\langle r^2\rangle/3$ in atomic units, with $r^2$ summed over the electrons. It is the same for every ground sublevel and does not change their spacings.

\subsection*{(k) Where the g-factor loses its meaning}
\textit{Diagonalize $H$ for $J=1/2$ at any field strength, and examine the limits of weak and strong field.}

\textit{Solution.} Define
\begin{equation}
x=\frac{u(g_J-g_I)}{\Delta},\qquad c=\frac{2m}{2I+1} .
\end{equation}
In the pair $|+\rangle,|-\rangle$ the diagonal elements of $J_z$ are $\pm c/2$. By (\ref{eq:off}) the off-diagonal element has the size $s/2$ with $s=\sqrt{1-c^2}$, and the phase of $|-\rangle$ can be chosen to make it positive. Measure energies from the midpoint $E_0=(E_++E_-)/2$. With (\ref{eq:Zsplit}),
\begin{equation}
H=E_0+ug_Im+\frac{\Delta}{2}
\begin{pmatrix}1+cx&sx\\ sx&-(1+cx)\end{pmatrix}.
\end{equation}
The matrix has zero trace, and its square is $(1+cx)^2+s^2x^2=1+2cx+x^2$ times the unit matrix. Its eigenvalues are therefore plus and minus the root of this number:
\begin{equation}
E=E_0+ug_Im\pm\frac{\Delta}{2}\sqrt{1+2cx+x^2} .
\label{eq:BR}
\end{equation}
This is the Breit--Rabi formula for $|m|\le I-1/2$. For small $|x|$, use $\sqrt{1+y}=1+y/2-y^2/8+y^3/16-\dots$ with $y=2cx+x^2$ and collect powers of $x$:
\begin{equation}
\sqrt{1+2cx+x^2}=1+cx+\frac{1-c^2}{2}x^2-\frac{c(1-c^2)}{2}x^3+\dots
\label{eq:expand}
\end{equation}
The linear term gives $\pm\Delta cx/2=\pm u(g_J-g_I)m/(2I+1)$. Together with $ug_Im$ this is $ug_\pm m$, as in (\ref{eq:gpm}). The quadratic term reproduces (\ref{eq:second}).

For large $|x|$, write the root as $\sqrt{(x+c)^2+s^2}$. It equals $|x+c|=|x|+c\,\mathrm{sgn}\,x$ up to a remainder of order $1/|x|$. The term in $c$ does not depend on the strength of the field, so the field-dependent part of the energy tends to $u[g_Im\pm\tfrac12(g_J-g_I)]$, up to the naming of the two branches. With $m=m_I+m_J$ this is $u(g_Jm_J+g_Im_I)$ for $m_J=\pm\tfrac12$. The states tend to product states, the limiting slope is set by $m_J$ and $m_I$, and $g_F$ no longer describes it. The field-independent part, $E_0$ together with the term in $c$, is $Am_Im_J$, so at fixed $m_J$ the energy changes by $ug_I+Am_J$ per unit of $m_I$. The order of the nuclear sublevels is therefore still set by the hyperfine term until $u|g_I|$ reaches about $|A|/2$, which for the model atom of (l) means $x\approx500$. The remainder of order $1/|x|$ adds a term of order $1/x^2$ to the slope, and the small part $g_Im_I$ stands out from it only when $x^2$ is large compared with $1/|g_I|$.

The states $m=\pm(I+1/2)$ are single product states. Their shifts are $\pm u(\tfrac12g_J+Ig_I)=ug_+m$ at any field in this model.

\subsection*{(l) A numerical example}
\textit{Take a model atom with $I=3/2$, $g_J=2$, $g_I=-0.001$, $A=1\times10^{-5}$ eV, in a field with $\mu_BB=1\times10^{-8}$ eV. Find the $g$-factors and the shifts of all eight states.}

\textit{Solution.} The levels are $F=2$ and $F=1$, separated by $\Delta=2A=2\times10^{-5}$ eV. The field is weak:
\begin{equation}
x=\frac{2.001\times10^{-8}}{2\times10^{-5}}=1.0005\times10^{-3} .
\end{equation}
Here $d=2.001/4=0.50025$, so
\begin{align}
g_+&=-0.001+0.50025=0.49925,\\
g_-&=-0.001-0.50025=-0.50125 .
\end{align}
Their sum is $-0.002=2g_I$. Neighbouring sublevels are spaced by $4.9925\times10^{-9}$ eV (1.2072 MHz) for $F=2$ and by $5.0125\times10^{-9}$ eV (1.2120 MHz) for $F=1$, with the opposite order in $m$. The spacings differ by $2\times10^{-11}$ eV, which is $2u|g_I|$.

For $m=0$ the second-order shift is $\pm\Delta x^2/4=\pm5.005\times10^{-12}$ eV. For $m=\pm1$ the bracket in (\ref{eq:second}) is $\tfrac14-\tfrac1{16}=\tfrac3{16}$, which gives $\pm3.754\times10^{-12}$ eV, the sign being that of the level. The shifts, in units of $10^{-9}$ eV, are:
\begin{center}
\begin{tabular}{rrrrr}
$F$ & $m$ & first & second & diagonalized\\
2 & $-2$ & $-9.98500$ & $0$ & $-9.98500$\\
2 & $-1$ & $-4.99250$ & $0.003754$ & $-4.98874$\\
2 & $0$ & $0$ & $0.005005$ & $0.005005$\\
2 & $1$ & $4.99250$ & $0.003754$ & $4.99625$\\
2 & $2$ & $9.98500$ & $0$ & $9.98500$\\
1 & $-1$ & $5.01250$ & $-0.003754$ & $5.00874$\\
1 & $0$ & $0$ & $-0.005005$ & $-0.005005$\\
1 & $1$ & $-5.01250$ & $-0.003754$ & $-5.01625$
\end{tabular}
\end{center}
For $m=\pm1$ the second-order term is less than $0.1\%$ of the linear shift. It is nevertheless about a fifth of the difference between the two sublevel spacings. Whether it disturbs a comparison of spacings meant to reveal $g_I$ depends on which spacings are compared. By (\ref{eq:BR}) the two energies of equal $m$ add to $2E_0+2ug_Im$ at any field, so the nonlinear terms cancel when the same pair of $m$ values is used in both levels: from $m=0$ to $m=1$ the diagonalized spacings are $4.99125$ for $F=2$ and $5.01125$ for $F=1$, which differ by $0.02000=2u|g_I|$ in the units of the table. For different pairs they do not cancel: the $F=2$ spacing from $m=1$ to $m=2$ is $4.98875$, which differs from $5.01125$ by $0.02250$.

In the second row the first two orders add to $-4.988746$, which would round to $-4.98875$, while diagonalization gives $-4.98874$. The cubic term of (\ref{eq:expand}) accounts for the last digit. With $c=-1/2$ it contributes
\begin{equation}
\frac{\Delta}{2}\cdot\frac14\cdot\frac34\,x^3\approx1.9\times10^{-15}\ \text{eV},
\end{equation}
or $0.0000019$ in the units of the table. This changes the sum to $-4.988744$.

\section*{Table of computed values}
\begin{verbatim}
Model alkali atom
I = 1.5, J = 0.5, g_J = 2.0, g_I = -0.001
electron/proton mass ratio = 5.446e-04
A = 1.000e-05 eV
mu_B B = 1.000e-08 eV
zero-field energy F=2: 7.5000e-06 eV
zero-field energy F=1: -1.2500e-05 eV
hyperfine interval = 2.0000e-05 eV
(g_J-g_I) mu_B B / interval = 1.0005e-03
F=2: a = +0.2500, b = +0.7500, g_F = +0.49925
F=2: g_F mu_B B = +4.99250e-09 eV = +1.2072 MHz
F=1: a = -0.2500, b = +1.2500, g_F = -0.50125
F=1: g_F mu_B B = -5.01250e-09 eV = -1.2120 MHz
g_F(F=2) + g_F(F=1) = -0.00200
(g_J-g_I)/(2I+1) = 0.50025
Shifts in eV: F, m, first order, second order, diagonalized
2 -2 -9.98500e-09 +0.000e+00 -9.98500e-09
2 -1 -4.99250e-09 +3.754e-12 -4.98874e-09
2 +0 +0.00000e+00 +5.005e-12 +5.00500e-12
2 +1 +4.99250e-09 +3.754e-12 +4.99625e-09
2 +2 +9.98500e-09 +0.000e+00 +9.98500e-09
1 -1 +5.01250e-09 -3.754e-12 +5.00874e-09
1 +0 -0.00000e+00 -5.005e-12 -5.00500e-12
1 +1 -5.01250e-09 -3.754e-12 -5.01625e-09
Same-sign case, I = 1.5, g_J = 2.0, g_I = 0.5:
g_F(F=2) = +0.8750, g_F(F=1) = +0.1250
largest projection-rule error = 2.6e-15
largest energy-slope error = 1.3e-08
largest error of g(+) + g(-) = 2 g_I: 3.4e-12
\end{verbatim}
